\section*{Facet Tracking of Van der Drift Grain Competition in Two Dimensions}

\section{Definitions and conventions}

Seeds lie at random positions $X_i$ on the line $y=0$, with mean spacing $d$. Each seed is a square crystal whose facets all advance along their normals at the same speed $v$. The upper tip of grain $i$ points at an angle $\theta_i$ from the film normal, positive to the right, with $|\theta_i|<\pi/4$. Fourfold symmetry makes this range sufficient. Unless stated otherwise, $\theta_i$ is uniform in it and independent of position.

The outward normal of a facet makes an angle $\phi$ with the vertical. Grain $i$ has a left facet with $\phi=\theta_i-\pi/4$ and a right facet with $\phi=\theta_i+\pi/4$. For each facet define
\begin{equation}
\mathbf n=(\sin\phi,\cos\phi),\qquad \boldsymbol\tau=(\cos\phi,-\sin\phi),
\end{equation}
so that $\boldsymbol\tau$ points along the facet to the right. The facet seeded at $X$ lies on the line $\mathbf n\cdot(\mathbf r-X\hat{\mathbf x})=vt$.

The model follows the two upper facets. At $t=0$ they are continued below $y=0$ until they meet those of the neighbours, so growth starts from a row of V-shaped grooves. The lower facets of complete squares, and the overhangs they can form near a flat substrate, are left out. Buried facets stop, no new grains form, and grain boundaries below the surface do not move.

A free tip has distance $\sqrt2\,vt$ from its seed, because it lies on two perpendicular facets at distance $vt$. The height of an upright tip, $h=\sqrt2\,vt$, serves as the clock. The mean thickness $\bar h$ is the mean height of the surface and is slightly smaller. The grain width $w$ is the film length divided by the number of grains that still have their tip.

The question is whether $w\propto\sqrt h$ for $h\gg d$. In this model it is, provided that the density of tilts is finite and non-zero at $\theta=0$.

\section{Motion of a facet}

Let facet $f$ have an exposed neighbour $g$, with $\delta_g=\phi_g-\phi_f$ and $D_g=X_g-X_f$. A point on the line of $f$ is
\begin{equation}
\mathbf r=X_f\hat{\mathbf x}+vt\,\mathbf n_f+s\,\boldsymbol\tau_f .
\end{equation}
The common vertex must also satisfy the equation of $g$. Since $\mathbf n_g\cdot\mathbf n_f=\cos\delta_g$ and $\mathbf n_g\cdot\boldsymbol\tau_f=\sin\delta_g$,
\begin{align}
-D_g\sin\phi_g+vt\cos\delta_g+s\sin\delta_g&=vt,\\
s_g=\frac{D_g\sin\phi_g}{\sin\delta_g}+vt\,\frac{1-\cos\delta_g}{\sin\delta_g}
&=\frac{D_g\sin\phi_g}{\sin\delta_g}+vt\tan\frac{\delta_g}{2}.
\label{vertex}
\end{align}
With left neighbour $a$ and right neighbour $b$, the facet length is $L=s_b-s_a$:
\begin{align}
L(t)&=L_0+Rt,\qquad
L_0=\frac{D_b\sin\phi_b}{\sin\delta_b}-\frac{D_a\sin\phi_a}{\sin\delta_a},\\
R&=v\left(\tan\frac{\delta_b}{2}-\tan\frac{\delta_a}{2}\right).
\label{rate}
\end{align}
If $R<0$ and the neighbours do not change, the facet vanishes at $t_*=-L_0/R$. If $R\ge0$ it does not vanish with these neighbours.

This fixes the topology. Both half-angles lie between $-\pi/2$ and $\pi/2$, where the tangent increases, so $R<0$ requires $\phi_b<\phi_a$. When $f$ disappears, $a$ and $b$ become neighbours. The surface slope is $-\tan\phi$, so it increases from $a$ to $b$, and the new junction is a valley. The initial grooves are valleys too. Hence the ridges on the surface are original tips, and no rule for creating new facets is needed.

\section{Algorithm}

Sort the seeds, impose a period $P$ on the film and store the $2N$ facets in a circular doubly linked list. A heap holds their vanishing times.

\begin{verbatim}
for each facet f:
    stamp[f] = 0; alive[f] = true
    push (vanish_time(f), f, 0) if finite
while output remains:
    pop (t, f, mark); if heap empty, t = infinity
    if f is dead or stamp[f] != mark: continue
    write every requested output with time <= t
    if heap was empty: stop
    alive[f] = false
    a = left[f]; b = right[f]
    right[a] = b; left[b] = a
    for g in (a, b):
        stamp[g] = stamp[g] + 1
        push (vanish_time(g), g, stamp[g]) if finite
\end{verbatim}

The function \texttt{vanish\_time} evaluates $-L_0/R$. On the periodic film, $D_b=(X_b-X_f)\bmod P$ and $D_a=-[(X_f-X_a)\bmod P]$. The stamp discards times computed with former neighbours. A grain has its tip if its two facets are adjacent in the list. Equation~(\ref{vertex}) gives the vertices at any output time. The surface between them is straight, so the trapezoidal rule gives $\bar h$ without discretisation error.

\paragraph{Cost.} At most $2N$ facets are removed, and each removal computes two new times. The heap therefore receives at most $2N+4N=6N$ entries. The work is $O(N\log N)$ and the memory $O(N)$, apart from output.

\paragraph{Stability.} There is no time step and hence no step-size limit. Each vanishing time is computed from the original seeds and angles, so vertex positions carry no accumulated integration error. Rounding is amplified when neighbouring facets are nearly parallel, because (\ref{vertex}) divides by $\sin\delta_g$. A useful diagnostic is that the horizontal widths of all exposed facets must be non-negative and add up to $P$.

\paragraph{Failure modes.} Exactly parallel neighbours have no vertex, so repeated tilts need a small perturbation or a separate rule. The period must stay much larger than $w$: with one grain left, the modulo operation cannot distinguish separation $0$ from $P$, and well before that the average contains too few grains. A third failure comes from assigning each point to the grain whose free square would reach it first. This ignores blocking, and the next section shows that it revives buried grains.

\section{Which of two grains survives}

Take grain $i$ on the left, grain $j$ at distance $D$ on its right, and $\Delta=\theta_i-\theta_j$. The distance of tip $i$ outside the left facet of $j$ is
\begin{align}
G&=D\sin\!\left(\tfrac{\pi}{4}-\theta_j\right)+\sqrt2\,vt\cos\!\left(\Delta+\tfrac{\pi}{4}\right)-vt\nonumber\\
&=D\sin\!\left(\tfrac{\pi}{4}-\theta_j\right)-vtK,\qquad K=1-\cos\Delta+\sin\Delta,
\end{align}
because $\sqrt2\cos(\Delta+\pi/4)=\cos\Delta-\sin\Delta$. Half-angle formulas give
\begin{equation}
K=2\sin\frac{\Delta}{2}\left(\sin\frac{\Delta}{2}+\cos\frac{\Delta}{2}\right).
\end{equation}
The bracket is positive for $|\Delta|<\pi/2$, so $K$ has the sign of $\Delta$. Diverging tips ($\Delta<0$) do not bury each other, and equal tilts do not compete. For converging tips, setting $G=0$, and doing the same for the mirror image, gives
\begin{equation}
vt_i=\frac{D\sin(\pi/4-\theta_j)}{K},\qquad
vt_j=\frac{D\sin(\pi/4+\theta_i)}{K},
\label{pair}
\end{equation}
where $t_i$ is the time at which tip $i$ would be buried, and $t_j$ likewise. The earlier event decides. Both sine arguments lie between $0$ and $\pi/2$, so $t_i<t_j$ means $\theta_i+\theta_j>0$. Multiplication by $\theta_i-\theta_j>0$ gives $\theta_i^2>\theta_j^2$. The more upright grain survives.

Now let the buried tip $i$ continue freely. Its distance outside the right facet of $j$ would be $-D\sin(\pi/4+\theta_j)+vt(\cos\Delta+\sin\Delta-1)$. The last bracket is positive for $0<\Delta<\pi/2$, so the free tip eventually emerges on the far side of $j$. A real grain cannot do so: its tip and right facet are buried, and any part of its left facet still exposed lies on the near side of $j$. This is why the algorithm must remember removals.

\section{The square-root law}

\subsection{Reduction to particles}

At large thickness the survivors have small tilts. To leading order a tip follows $x=X+\theta h$. In (\ref{pair}) the sine tends to $1/\sqrt2$ and $K$ to $\Delta$, so burial occurs at $D=\sqrt2\,vt\,\Delta=h\Delta$. This is where the two trajectories meet. The tips thus behave as particles on a line, with $h$ as time and $\theta$ as velocity; when two meet, the one with smaller $|\theta|$ survives.

A buried tip can leave one facet of its grain exposed. In the usual case this is a left facet between a right facet and another left facet, or the mirror image. For small tilts (\ref{rate}) gives $R\approx-v$, so the remnant lasts for a thickness of order $w$. Since $w/h\to0$, remnants become a vanishing fraction.

The random seeds form a Poisson distribution in the $(X,\theta)$ plane, with density
\begin{equation}
\rho=\frac{1}{d}\,\frac{1}{\pi/2}=\frac{2}{\pi d}
\end{equation}
per unit length and radian. Put $X=\lambda X'$, $\theta=\theta'/\lambda$ and $h=\lambda^2h'$. Then $X+\theta h=\lambda(X'+\theta'h')$, the order of the $|\theta|$ is unchanged, and $dX\,d\theta=dX'd\theta'$ leaves $\rho$ unchanged. The number of tips per length therefore scales as $h^{-1/2}$, and $w\propto h^{1/2}$, provided the sum over tilts converges. The following bounds show that it does.

\subsection{Bounds on the prefactor}

Consider a grain at $X=0$ with tilt $\theta>0$. Less upright grains cannot bury it or any grain more upright than it. More upright grains starting on its left are slower to the right and cannot catch it. The relevant competitors therefore have $X_j>0$ and $|\theta_j|<\theta$.

Burial before $h$ requires a competitor with $X_j<(\theta-\theta_j)h$. The mean number of such seeds is
\begin{equation}
\int_{-\theta}^{\theta}\rho(\theta-\theta')h\,d\theta'=2\rho\theta^2h ,
\end{equation}
since the term odd in $\theta'$ vanishes. If there are none, the grain survives. The Poisson probability of none gives $S\ge e^{-2\rho\theta^2h}$ for the survival probability $S$.

For the opposite bound, suppose that a competitor has $X_j+|\theta_j|h<\theta h$. Follow it, and whenever it is buried, continue along the grain that buried it. Each successor is more upright, so the speed along this path never exceeds $|\theta_j|$. At thickness $h$ the path lies to the left of $\theta h$, although it began to the right of our grain. It must have crossed our grain's trajectory. If our grain had not been buried before, the more upright grain buried it there; either way it does not survive to $h$. The mean number of such competitors is
\begin{equation}
\int_{-\theta}^{\theta}\rho(\theta-|\theta'|)h\,d\theta'
=\rho h(2\theta^2-\theta^2)=\rho\theta^2h ,
\end{equation}
and hence $S\le e^{-\rho\theta^2h}$.

The density of tips is $n=\int\rho S\,d\theta$. For large $h$ the limits may be extended to infinity. With $S=e^{-k\rho\theta^2h}$,
\begin{equation}
n=\rho\sqrt{\frac{\pi}{k\rho h}}=\sqrt{\frac{\pi\rho}{kh}}=\sqrt{\frac{2}{khd}},
\qquad \frac1n=\sqrt{\frac{k}{2}}\sqrt{hd}.
\end{equation}
The values $k=1$ and $k=2$ enclose the answer:
\begin{equation}
w=C\sqrt{hd},\qquad \frac{1}{\sqrt2}\le C\le1 .
\label{law}
\end{equation}

\subsection{Other textures}

If the tilts are uniform within $\pm\theta_m$, then $\rho=1/(2\theta_md)$. Since $w\propto\rho^{-1/2}$ at fixed $h$, the width becomes $w=C\sqrt{4\theta_m/\pi}\,\sqrt{hd}$ with the same $C$. A narrower initial texture gives narrower grains at equal $h$ and $d$, because the tips converge more slowly. The law then requires $\rho\theta_m^2h\gg1$, or $h\gg2d/\theta_m$.

If the density per length and radian near zero is $c|\theta|^m/d$ with $m>-1$, the two mean numbers become
\begin{equation}
\frac{2ch\,\theta^{m+2}}{(m+1)d}\qquad\text{and}\qquad
\frac{2ch\,\theta^{m+2}}{(m+1)(m+2)d}.
\end{equation}
Both bounds on $S$ therefore depend on $\theta(ch/d)^{1/(m+2)}$ alone. Taking this as the integration variable in $n=(2c/d)\int_0^\infty\theta^mS\,d\theta$ gives $n\propto h^{-(m+1)/(m+2)}$ from either bound, so
\begin{equation}
w\propto h^{(m+1)/(m+2)} .
\end{equation}
The square root is the case $m=0$. A density that vanishes linearly at the upright orientation gives $2/3$: upright grains are rarer, and the remaining tips converge faster.

\section{Simulated films}

Six independent periodic films of 20000 seeds each were grown with the facet algorithm. The widths pool all six films.

\begin{center}
\begin{tabular}{rrrrr}
$h/d$ & $\bar h/d$ & $w/d$ & $w/\sqrt{hd}$ & remnants (\%)\\
10 & 8.9 & 3.18 & 1.01 & 22\\
100 & 96.3 & 9.58 & 0.96 & 6.8\\
400 & 392.6 & 19.0 & 0.95 & 3.6\\
1000 & 988.3 & 30.1 & 0.95 & 2.1\\
10000 & 9963.6 & 95.2 & 0.95 & 0.9
\end{tabular}
\end{center}

The last column is the share of exposed grains that have lost their tip. The prefactor lies near $0.95$, inside the bounds. The last rows carry sampling noise of a per cent or more, and the values at moderate $h$ include a finite-tilt excess discussed below; the small-tilt limit is closer to $0.94$. The value above 1 at $h=10d$ does not contradict (\ref{law}), which holds for $h\gg d$.

A least-squares line through $\ln w$ against $\ln\bar h$ for $h\ge100d$, fitted to each film, has mean slope $0.495$ with standard error $0.003$. The deficit is less than two standard errors, but two systematic effects of similar size point that way. One is the choice of abscissa. Between the end points, $\ln(95.24/9.58)=2.297$. Dividing by $\ln(9963.6/96.31)=4.639$ gives $0.495$, whereas dividing by $\ln100=4.605$ gives $0.499$. The difference $h-\bar h$ is about $0.4w$, so its relative effect decays as $\sqrt{d/h}$.

Finite tilt acts in the same direction and is about as large: it widens the grains by roughly 2\,\% at $h=100d$, an excess decaying as $\sqrt{d/h}$, which lowers the slope by about $0.005$. Expanding (\ref{pair}) for the loser $i$ to next order gives $D\approx h\Delta[1+(\theta_i+\theta_j)/2]$. The sum is positive for the loser, so a pair meets slightly earlier than the particles do, most noticeably in thin films. At $h=1000d$, the particle rule and the facet algorithm applied to the same 20000 seeds left 693 and 688 tips. Of all grains surviving in either calculation, 99.3\,\% survived in both.

Survival against tilt shows where $C$ comes from. Let $u=\rho\theta^2h$. At $h=1000d$, grains with $u<0.25$ survived with probability $0.855$, while the bounds averaged over the same grains were $0.855$ and $0.922$. For $1<u<2$ the probability was $0.086$, between $0.062$ and $0.240$. The lower bound is close at small $u$ because one competitor in the collision range then suffices for burial, unless a further grain removes it first. That exception needs two grains and is of order $u^2$, so $S=1-2u+O(u^2)$.

For a tilt density proportional to $|\theta|$ over the full range, four films of 20000 seeds gave $w/d=18.4$ at $h=100d$ and $175$ at $3000d$. A line through four thicknesses in this range has slope $0.664$, close to $2/3$.

\section{An example at plating scale}

Take rough typical values for direct-current acid copper plating: seed spacing $d=50$~nm, current density $j=20$~mA/cm$^2$, molar volume $V_m=7.1$~cm$^3$/mol and $z=2$ electrons per ion. Let upright tips reach $h=20~\mu$m, so $h/d=400$. The simulated width is
\begin{equation}
w=19.0\times50~\mathrm{nm}=950~\mathrm{nm}.
\end{equation}
The surface lies on average about $370$~nm below the upright tips; call this depth $a$. With full current efficiency, Faraday's law gives a growth rate $jV_m/(zF)\approx7.4$~nm/s. The mean thickness of $392.6\times50$~nm, or $19.6~\mu$m, takes about three quarters of an hour.

The model gives all facets equal growth conditions. For a diffusion layer $\ell=50~\mu$m, diffusivity $5\times10^{-6}$~cm$^2$/s and ion concentration $0.6$~mol/L, the limiting current density is $j_L\approx120$~mA/cm$^2$. For a deposition rate proportional to local concentration, the relative gain over the relief is about
\begin{equation}
\frac{j/j_L}{1-j/j_L}\,\frac{a}{\ell}=0.15\,\% .
\end{equation}
The ohmic drop $ja/\kappa$, with conductivity $\kappa=0.5$~S/cm, is $3\times10^{-5}$ of a 50~mV Tafel scale. The capillary shift $\gamma V_m/(zFr)$, with surface energy $\gamma=1.5$~J/m$^2$ and radius $r=d/2$, is $2.2$~mV, or about 4\,\% of the same Tafel scale. These effects change the local growth rate only slightly. The scale that decides an encounter is smaller still: an upright tip outgrows a tilted one by the fraction $\theta^2/2$, about $0.06\,\%$ for the survivors at $h=400d$ and falling as $d/h$. Persistent speed differences between grains of order $0.1\,\%$ would change the width at this thickness by only about a per cent but would alter which grains survive. Larger differences, or much thicker films, override the upright-survives rule and with it the square-root law.

Changes in the grain structure matter more. Since $w\propto\sqrt t$, competition widens the grains at $w/(2t)=0.18$~nm/s when plating ends. A boundary moving $1~\mu$m in ten hours, a rough value for copper that recrystallises at room temperature, has speed $0.03$~nm/s. That is a modest correction near the top surface. Near the substrate, a boundary moving at this speed shifts by about $70$~nm before plating ends, more than the seed spacing, so the narrow grains there can change noticeably. The motion can also continue afterwards and then replace the competitive structure.

Renucleation and twinning break the assumption that no new grains form. One new grain per area $wh$ of cross-section, or $0.05$ per $\mu$m$^2$, narrows the grains by a fraction of order $w/h\approx0.05$, because most new grains start below the old tips and are buried within a thickness of order $w$. At a density $g$ well above one per area $w^2$, or $1.1$ per $\mu$m$^2$, most exposed tips belong to new grains and the initial spacing $d$ no longer matters. If the width then becomes steady, $g^{-1/2}$ is the only length that can set it, so $w\propto g^{-1/2}$ and four times the density halves the width. Additives can also change the facet speeds. Real grains have two tilt components and compete over an area, a difference not estimated here. The $950$~nm is therefore a result of the two-dimensional model, not a prediction for a particular bath.
